# Why warming favours white tin: vibrational entropy and the softer lattice

Gray tin has the diamond structure and is the stable form in the cold. White tin is a denser metal and takes over on warming. Suppose the atoms vibrate harmonically in both crystals. How the vibrations enter the balance is then largely fixed by dimensions and by one scaling symmetry.

Let $\theta=k_BT$, set $\hbar=1$, and measure entropy in units of $k_B$, so that $S=-\partial F/\partial\theta$. A mode of frequency $\omega$ contributes a thermal free energy that can be written $\theta\,\varphi(\omega/\theta)$, because $\omega/\theta$ is the only dimensionless variable available. In the classical regime the momentum integrals of the two phases are identical and cancel, so Planck's constant cannot affect their equilibrium. Restoring it turns $\omega/\theta$ into $\hbar\omega/\theta$; changing its value multiplies every argument by a common factor $\lambda$. For any two modes, then, $\varphi(\lambda x)-\varphi(\lambda y)$ must not depend on $\lambda$. Differentiating with respect to $\lambda$ at $\lambda=1$ gives

$$x\varphi'(x)=y\varphi'(y)=c,\qquad \varphi(x)=c\ln x+\text{const}.$$

The mean energy $f-\theta\,\partial f/\partial\theta$ of $f=c\,\theta\ln(\omega/\theta)+\text{const}\cdot\theta$ is $c\,\theta$. Equipartition requires $\theta$ per oscillator, so $c=1$.

Let $\Delta$ mean white minus gray, per atom, and let $\sum$ run over the three modes per atom, averaged over the crystal. With $\alpha$ for gray and $\beta$ for white, the classical answer must be

$$\Delta F=\Delta E_{\rm st}-\theta\Lambda,\qquad \Lambda=\sum\ln\omega_\alpha-\sum\ln\omega_\beta .$$

Here $\Delta E_{\rm st}$ is the energy difference of the two lattices with atoms at rest. If it and $\Lambda$ are positive, the phases balance at $\theta_c=\Delta E_{\rm st}/\Lambda$. "Softer" therefore has a definite meaning in the classical regime: for warming to favour white tin, it must have the lower geometric-mean frequency.

## What quantum mechanics adds

The low-temperature gap $\Delta E_0$, taken positive, includes zero-point energy:

$$\Delta E_0=\Delta E_{\rm st}+\tfrac12\Big(\sum\omega_\beta-\sum\omega_\alpha\Big).$$

To follow the balance up from the cold, sum the oscillator levels. With $x=\omega/\theta$,

$$Z=\sum_{m=0}^{\infty}e^{-x(m+1/2)}=\frac{e^{-x/2}}{1-e^{-x}},\qquad f=-\theta\ln Z=\frac{\omega}{2}+\theta\ln(1-e^{-x}).$$

Since $dx/d\theta=-x/\theta$, the entropy is

$$s=-\frac{\partial f}{\partial\theta}=-\ln(1-e^{-x})+xn,\qquad n=\frac1{e^x-1}.$$

Now vary the frequency. The derivative of $-\ln(1-e^{-x})$ is $-n$, and that of $xn$ is $n+xn'$. The terms in $n$ cancel. Using $n'=-n(n+1)$,

$$\frac{\partial s}{\partial\omega}=\frac{x n'}{\theta}=-\frac{\omega}{\theta^2}\,n(n+1)<0 .$$

Lowering a frequency brings its levels closer together, so more of them are occupied at a given temperature. Sort both spectra from low to high. If each white mode lies below its gray partner, then $\Delta S>0$ at every nonzero temperature. Integrating $\partial\Delta F/\partial\theta=-\Delta S$ gives

$$\Delta F(\theta)=\Delta E_0-\int_0^\theta\Delta S(\theta')\,d\theta' .$$

With $\Delta S>0$ throughout, $\Delta F$ falls steadily and can cross zero at most once. With $\Lambda>0$ it does cross, because $\Delta F$ starts positive and approaches $\Delta E_{\rm st}-\Lambda\theta$ at high temperature, which eventually becomes negative.

Neither a lower arithmetic mean nor a lower geometric mean can replace this mode-by-mode ordering, as pairs of modes show. Frequencies are in an arbitrary energy unit.

- The pair $(2.8,2.8)$ has a lower arithmetic mean than $(1,5)$, yet at $\theta=20$ it has 0.45 less entropy. The classical estimate is $\ln[(1\times5)/(2.8\times2.8)]=-0.45$.
- The pair $(1.5,3)$ has a lower geometric mean than $(1,5)$ and has 0.10 more entropy at $\theta=20$. At $\theta=0.2$ it has 0.04 less, because $(1,5)$ contains the softest mode.

Thus $\Lambda>0$ guarantees the hot end of the argument but does not fix the sign of $\Delta S$ in the cold.

## The first correction to the classical transition

Write $1-e^{-x}=e^{-x/2}\,2\sinh(x/2)$. The factor $e^{-x/2}$ contributes $-\omega/2$ to the free energy and removes the zero-point term:

$$f=\theta\ln\!\big[2\sinh(x/2)\big].$$

For small $x$, $2\sinh(x/2)=x(1+x^2/24+\dots)$, and therefore

$$f=\theta\ln\frac{\omega}{\theta}+\frac{\omega^2}{24\,\theta}+\dots$$

Both phases have three modes per atom, so the $\theta\ln\theta$ terms cancel. Defining $D=\sum\omega_\alpha^2-\sum\omega_\beta^2$,

$$\Delta F\simeq\Delta E_{\rm st}-\Lambda\theta-\frac{D}{24\,\theta}.$$

Setting this to zero and multiplying by $-\theta$ gives $\Lambda\theta^2-\Delta E_{\rm st}\theta+D/24=0$, whose relevant root is

$$\theta_c\simeq\frac{\Delta E_{\rm st}+\sqrt{\Delta E_{\rm st}^2-\Lambda D/6}}{2\Lambda}.$$

The plus sign is required because this root tends to $\Delta E_{\rm st}/\Lambda$ as $D\to0$. The other root tends to zero temperature, where the expansion does not hold. The plus root is itself reliable only while the quantum correction is small; when $\Lambda D/6$ exceeds $\Delta E_{\rm st}^2$ the formula has no real root, although the full free energies can still cross. If the atoms are made heavier while the springs and $\Delta E_{\rm st}$ stay fixed, all frequencies scale as $M^{-1/2}$. Then $\Lambda$ is unchanged while $D$ falls as $1/M$, and the classical result is recovered, independent of mass.

## Two lattices made of springs

To give the terms a size, take the two tin structures with the mass of tin and central springs between neighbours. The lattice parameters are round: $a=6.5$ Å for gray, $a=5.8$ Å and $c=3.2$ Å for white. Gray tin gets four stiff nearest-neighbour springs of 6 eV/Å$^2$ and twelve weak ones of 0.5 eV/Å$^2$. White tin gets more springs per atom, but its stiffest are weaker: four of 2, two of 1, four of 0.5 and eight of 0.1 eV/Å$^2$. These values, and the gap $\Delta E_0=0.020$ eV per atom, are chosen, not derived from the electrons.

A spring $k$ along the unit vector $\hat{\mathbf r}$ pulls atom $i$ with force $k\hat{\mathbf r}\,[\hat{\mathbf r}\cdot(\mathbf u_j-\mathbf u_i)]$ to first order in the displacements. For a wave of wavevector $\mathbf q$, with displacements proportional to $e^{i\mathbf q\cdot\mathbf R}$ at atomic positions $\mathbf R$, Newton's equation becomes

$$M\omega^2\mathbf u_i=\sum_{\text{bonds }i\to j}k\,\hat{\mathbf r}\,\hat{\mathbf r}\cdot\big(\mathbf u_i-e^{i\mathbf q\cdot\mathbf r}\mathbf u_j\big).$$

This is a $6\times6$ eigenvalue problem, since each primitive cell holds two atoms. Its eigenvalues were tested against numerical second derivatives of the spring energy in a periodic block of cells.

The quantity $D$ can be read from the springs. The trace of $\hat{\mathbf r}\hat{\mathbf r}$ is one, and the phase terms that link an atom to its own sublattice average to zero over all wavevectors. Hence $M\sum\omega^2$ is the sum of the springs at one atom. It is $4\times6+12\times0.5=30$ eV/Å$^2$ for gray and $8+2+2+0.8=12.8$ eV/Å$^2$ for white. With the mass of tin the difference gives $D=6.06\times10^{-4}$ eV$^2$.

The geometric-mean phonon energy is 0.0148 eV in gray and 0.0108 eV in white, and $\Lambda=0.94$. The zero-point energies are 0.0256 and 0.0174 eV per atom, so

$$\Delta E_{\rm st}=0.0200+0.0256-0.0174=0.0282\ \text{eV}.$$

The classical transition is at $0.0282/0.94=0.0300$ eV. The formula with $D$ gives 0.0291 eV, as does the full quantum free energy to this precision. That corresponds to about 338 K. Real tin transforms at roughly 290 K, but the model was not built to predict that number.

Differentiating $\Delta F(\theta_c,\Delta E_0)=0$ at fixed spectra shows why such a prediction is hard:

$$1-\Delta S\,\frac{d\theta_c}{d\Delta E_0}=0,\qquad \frac{d\theta_c}{d\Delta E_0}=\frac1{\Delta S}.$$

Here $\Delta S=0.91$ at the transition. Changing the gap by 0.005 eV moves $\theta_c$ by about 0.0055 eV, nearly a fifth of its value.

## Which energy the entropy overcomes

At the transition $\Delta F=\Delta U-\theta_c\Delta S=0$, where $\Delta U$ is the internal-energy difference at that temperature. The latent heat is therefore

$$\Delta U=\theta_c\Delta S=0.0291\times0.911=0.0265\ \text{eV per atom}.$$

This exceeds the low-temperature gap of 0.020 eV. The high-temperature expansion shows why. In $U=f-\theta\,\partial f/\partial\theta$, the term $\theta\ln(\omega/\theta)$ gives $\theta$, equal in both phases, and $\omega^2/(24\theta)$ gives $\omega^2/(12\theta)$. Thus

$$\Delta U\simeq\Delta E_{\rm st}-\frac{D}{12\,\theta}=0.0282-0.0017=0.0265\ \text{eV}.$$

White tin's lower zero-point energy helps it in the cold, but this advantage fades as both sets of oscillators approach equipartition. The low-temperature gap is instead balanced by the accumulated area $\int_0^{\theta_c}\Delta S\,d\theta$, which comes to 0.0200 eV. "Entropy overcomes the low-temperature energy" is correct in this integrated sense; the product $\theta_c\Delta S$ balances the larger $\Delta U$.

## Where the entropy comes from

In the sorted spectra, 97% of the white modes lie below their gray partners on the $12\times12\times12$ wavevector mesh used here, and more than 99% do so on a finer mesh, where the exceptions are among the softest modes. The ordering condition is thus not fully met, and uniqueness cannot be inferred from it. The computed $\Delta S$ is nevertheless positive at every sampled temperature between $\theta=0.0005$ and 0.08 eV, and one crossing is found in that range. At the coldest end $\Delta S$ is below 0.001 and shrinks toward zero as the mesh is refined, so its sign in the limit of low temperature is not settled. A difference that small has no visible effect on the crossing.

The lowest third of the modes supplies only 0.03 of the entropy difference at the transition, the middle third 0.46 and the upper third 0.42. In this model the gain does not come mainly from the softest vibrations. Part of the reason is a count of constraints. Gray tin has six coordinates per cell but only four nearest-neighbour bonds. At each wavevector at least two independent motions leave those bonds unstretched to first order and are resisted by the weak second-shell springs alone. Gray tin therefore has a soft group of modes despite its stiff bonds. That white tin's lowest third comes out almost equally soft is a numerical result for the chosen springs.

The causal claim can be tested by removing the softness. Multiply every white frequency by $e^{\Lambda/3}$, which makes the geometric means equal, and keep $\Delta E_0$ fixed. The smallest $\Delta F$ in the same temperature range is then 0.0200 eV, and the transition is gone from that range. The remaining differences in the shape of the spectra do not replace the lost entropy.

## Electrons and pressure

White tin is a metal, and its electrons also carry entropy. For a constant density of states $g$ near the Fermi level, counting both spins, excited electrons and holes contribute equally to the thermal energy:

$$U_{\rm el}=2g\int_0^\infty\frac{\varepsilon\,d\varepsilon}{e^{\varepsilon/\theta}+1}=2g\theta^2\,\frac{\pi^2}{12}=\frac{\pi^2}{6}g\theta^2 .$$

From $dS=dU/\theta$ follows $S_{\rm el}=\pi^2g\theta/3$, so $F_{\rm el}=U_{\rm el}-\theta S_{\rm el}=-\pi^2g\theta^2/6$. Gray tin's term is neglected because its density of states vanishes where its bands touch.

Treat white tin's four valence electrons per atom as free. The number of states below energy $E$ grows as $E^{3/2}$, so $g=(3/2)\times4/E_F$. At the model's density $E_F=10.2$ eV, which gives $g=0.59$ per eV per atom. At the vibrational transition $F_{\rm el}=-0.0008$ eV, about 3% of $\theta_c\Delta S$ in magnitude; since $F_{\rm el}=-\theta S_{\rm el}/2$, the electronic entropy itself is about 6% of $\Delta S$. Including it lowers the transition to 0.0282 eV, or about 328 K. Electrons acting alone against the same $\Delta E_0$ would need

$$\theta=\sqrt{\frac{6\,\Delta E_0}{\pi^2g}}=0.144\ \text{eV},$$

about 1700 K, far above tin's melting point of roughly 500 K. They assist the transition but do not cause it in this model. The true band structure would change $g$. The pressure work at one atmosphere also favours the denser white phase, but by only $5\times10^{-6}$ eV per atom.

For real tin the explanation rests on two material properties, which the chosen gap and springs illustrate but do not establish: a small positive $\Delta E_0$ and a positive $\Lambda$. If $\Lambda$ were negative, harmonic vibrations would favour gray tin at high temperature. Thermal expansion and anharmonicity would make the frequencies depend on temperature and alter $\theta_c$. The free energies also say nothing about the rate of transformation, so a sample can remain in the unfavoured phase. In the spring model without electrons, $\Delta F$ is $+0.0164$, $+0.0082$, $-0.0008$ and $-0.0100$ eV per atom at $\theta=0.01$, 0.02, 0.03 and 0.04 eV.

## Values computed for the example and the checks

```
mass of tin: 118.71 u
gray lattice parameter a: 6.5 angstrom
white lattice parameters a, c: 5.8, 3.2 angstrom
gray shell: 4 at 2.815 angstrom, spring 6.0 eV/angstrom^2
gray shell: 12 at 4.596 angstrom, spring 0.5 eV/angstrom^2
white shell: 4 at 3.008 angstrom, spring 2.0 eV/angstrom^2
white shell: 2 at 3.200 angstrom, spring 1.0 eV/angstrom^2
white shell: 4 at 3.764 angstrom, spring 0.5 eV/angstrom^2
white shell: 8 at 4.402 angstrom, spring 0.1 eV/angstrom^2
low-temperature gap: 0.0200 eV/atom
highest phonon quantum gray, white: 0.02585, 0.01810 eV
arithmetic mean quantum gray, white: 0.01707, 0.01159 eV
geometric mean quantum gray, white: 0.01475, 0.01078 eV
zero-point energy gray, white: 0.02561, 0.01738 eV/atom
static gap: 0.02822 eV/atom
log ratio Lambda: 0.9405 per atom
square difference D: 6.0567e-04 eV^2 per atom
fraction of sorted modes lower in white: 0.9732
smallest entropy difference in scan: 4.636e-04 k_B/atom
scan range of k_B T: 0.0005 to 0.0800 eV
number of crossings in scan: 1
k_B T = 0.005 eV: dF = +0.01939 eV/atom, dS = 0.3853 k_B/atom
k_B T = 0.010 eV: dF = +0.01644 eV/atom, dS = 0.7292 k_B/atom
k_B T = 0.020 eV: dF = +0.00817 eV/atom, dS = 0.8803 k_B/atom
k_B T = 0.030 eV: dF = -0.00083 eV/atom, dS = 0.9130 k_B/atom
k_B T = 0.040 eV: dF = -0.01003 eV/atom, dS = 0.9249 k_B/atom
transition, full: 0.02909 eV = 337.6 K
transition, asymptotic formula: 0.02908 eV
transition, classical limit: 0.03001 eV
transition, heavy-atom numerical check: 0.03001 eV
transition, coarser mesh: 0.02905 eV
entropy difference at transition: 0.9113 k_B/atom
latent heat: 0.02651 eV/atom
integrated entropy up to transition: 0.02000 eV/atom
entropy from lower, middle, upper thirds: 0.0282, 0.4636, 0.4196 k_B/atom
transition for gap 0.005 eV lower: 0.02356 eV
transition for gap 0.005 eV higher: 0.03455 eV
smallest dF with softness removed: 0.02000 eV/atom
volume gray, white: 34.328, 26.912 angstrom^3/atom
free-electron Fermi energy: 10.232 eV
free-electron density of states: 0.5864 per eV per atom
electronic free energy at transition: -0.000816 eV/atom
transition with electrons: 0.02824 eV = 327.8 K
transition by electrons alone: 0.1440 eV = 1671 K
pressure work at one atmosphere: -4.69e-06 eV/atom
pair (2.8,2.8) minus (1,5), k_B T = 20: dS = -0.4509 k_B
pair (1.5,3) minus (1,5), k_B T = 0.2: dS = -0.0360 k_B
pair (1.5,3) minus (1,5), k_B T = 20: dS = 0.1038 k_B
```
